# A Short-Circuited Ferroelectric Can Still Carry an Internal Field: a numerical check

```python
"""
Result under test: a short-circuited ferroelectric capacitor keeps a field
    E = (U - P*S/eps0) / (d + eps_b*S),
    S = lamL/epsL + lamR/epsR + t/eps_d,
where U = 0 for electrodes with equal work functions.
Symbols: P fixed polarization (positive toward the right electrode),
d film thickness, eps_b background relative permittivity of the film,
lam and eps: screening length and relative permittivity of an electrode,
t and eps_d: thickness and relative permittivity of the dead layer,
U: potential deep in the left electrode minus that deep in the right one.
Order of layers: left electrode, film, dead layer, right electrode.
Lengths are in nm, potentials in V, fields in V/nm, polarization in C/m^2.
The formula is compared with a finite-element solution of Poisson's equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

EPS0 = const.epsilon_0
TO_FIELD = 1e-9 / EPS0          # C/m^2 -> V/nm after division by eps0


def screening_sum(left, right, dead):
    return left[0] / left[1] + right[0] / right[1] + dead[0] / dead[1]


def film_field(P, d, eps_b, left, right, dead, U=0.0):
    S = screening_sum(left, right, dead)
    return (U - P * TO_FIELD * S) / (d + eps_b * S)


def poisson_drops(P, d, eps_b, left, right, dead, U=0.0):
    """Linear finite elements; returns the drops over the four layers."""
    # thickness, permittivity, P/eps0, screening length, bulk potential, cells
    layers = [(25 * left[0], left[1], 0.0, left[0], U, 2500),
              (d, eps_b, P * TO_FIELD, None, 0.0, 50),
              (dead[0], dead[1], 0.0, None, 0.0, 50),
              (25 * right[0], right[1], 0.0, right[0], 0.0, 2500)]
    size = sum(layer[5] for layer in layers) + 1
    diag, off, rhs = np.zeros(size), np.zeros(size - 1), np.zeros(size)
    start, edges = 0, [0]
    for thick, eps, pol, lam, bulk, cells in layers:
        h = thick / cells
        a, b = slice(start, start + cells), slice(start + 1, start + cells + 1)
        diag[a] += eps / h
        diag[b] += eps / h
        off[a] -= eps / h
        rhs[a] -= pol
        rhs[b] += pol
        if lam is not None:
            mass = eps * h / (2 * lam**2)
            for part in (a, b):
                diag[part] += mass
                rhs[part] += mass * bulk
        start += cells
        edges.append(start)
    upper, lower = off.copy(), off.copy()
    diag[0] = diag[-1] = 1.0
    upper[0] = lower[-1] = 0.0
    rhs[0], rhs[-1] = U, 0.0
    bands = np.zeros((3, size))
    bands[0, 1:], bands[1], bands[2, :-1] = upper, diag, lower
    phi = solve_banded((1, 1), bands, rhs)
    return -np.diff(phi[edges])


# ---- worked example: round model parameters
P, d, eps_b = 0.20, 10.0, 30.0
metal, dead = (0.05, 1.0), (0.5, 20.0)
S = screening_sum(metal, metal, dead)
E = film_field(P, d, eps_b, metal, metal, dead)
D = P + eps_b * E / TO_FIELD
drops = np.array([D * TO_FIELD * metal[0] / metal[1], E * d,
                  D * TO_FIELD * dead[0] / dead[1],
                  D * TO_FIELD * metal[0] / metal[1]])
numeric = poisson_drops(P, d, eps_b, metal, metal, dead)
# tolerance: discretization error of order (cell/screening length)^2
assert np.allclose(numeric, drops, rtol=1e-4, atol=0)
assert abs(drops.sum()) < 1e-10 and abs(numeric[1]) > 1.0

# ---- unequal electrodes, nonzero U, both signs of P
for case in [(0.13, 7.0, 22.0, (0.04, 2.0), (0.11, 5.0), (0.8, 9.0), 0.7),
             (-0.25, 15.0, 40.0, (0.09, 3.0), (0.05, 1.0), (0.3, 4.0), -0.4)]:
    assert np.isclose(poisson_drops(*case)[1] / case[1], film_field(*case),
                      rtol=1e-4)

# ---- limits of perfect screening and of no screening
E_open = -P * TO_FIELD / eps_b
tiny = (1e-3 * metal[0], 1.0)
E_ideal = poisson_drops(P, d, eps_b, tiny, tiny, (5e-4, 20.0))[1] / d
assert abs(E_ideal / E_open) < 1e-3
E_far = poisson_drops(P, d, eps_b, metal, metal, (1e7, 20.0))[1] / d
assert np.isclose(E_far, E_open, rtol=1e-4)
fraction = eps_b * S / (d + eps_b * S)
assert np.isclose(numeric[1] / d / E_far, fraction, rtol=2e-4)

# ---- voltage that removes the field
U_null = P * TO_FIELD * S
E_null = poisson_drops(P, d, eps_b, metal, metal, dead, U_null)[1] / d
assert abs(E_null) < 1e-4 * abs(E)

# ---- thickness series
series = []
for thick in (5.0, 10.0, 20.0, 100.0, 1000.0):
    field = film_field(P, thick, eps_b, metal, metal, dead)
    check = poisson_drops(P, thick, eps_b, metal, metal, dead)[1]
    assert np.isclose(check, field * thick, rtol=1e-4)
    series.append((thick, field, field * thick))
thick_drop = poisson_drops(P, 1e5, eps_b, metal, metal, dead)[1]
assert np.isclose(thick_drop, -U_null, rtol=3e-4)

# ---- unequal work functions
U_contact = 0.5
E_plus = film_field(P, d, eps_b, metal, metal, dead, U_contact)
E_minus = film_field(-P, d, eps_b, metal, metal, dead, U_contact)
for pol, field in ((P, E_plus), (-P, E_minus)):
    result = poisson_drops(pol, d, eps_b, metal, metal, dead, U_contact)
    assert np.isclose(result[1] / d, field, rtol=1e-4)
    assert np.isclose(result.sum(), U_contact, atol=1e-9)

# ---- nonlinear Thomas-Fermi electrodes with the same screening length
bohr = const.physical_constants["Bohr radius"][0]
lam_m = metal[0] * 1e-9
k_fermi = np.pi * bohr / (4 * lam_m**2)
fermi_J = (const.hbar * k_fermi)**2 / (2 * const.m_e)
fermi_V = fermi_J / const.e


def gas_density(mu):
    return (2 * const.m_e * mu)**1.5 / (3 * np.pi**2 * const.hbar**3)


step = 1e-4 * fermi_J
dos = (gas_density(fermi_J + step) - gas_density(fermi_J - step)) / (2 * step)
assert np.isclose(np.sqrt(EPS0 / (const.e**2 * dos)), lam_m, rtol=1e-6)


def nonlinear_drop(D_over_eps0, sign):
    """Size of the drop; sign +1 accumulates electrons, -1 depletes them."""
    target = D_over_eps0 * metal[0] / fermi_V

    def slope(x, y):
        return [y[1], (2 / 3) * ((1 + y[0])**1.5 - 1)]

    def reached(x, y):
        return abs(y[1]) - target
    reached.terminal = True
    seed = sign * 1e-6
    run = solve_ivp(slope, (0, 40), [seed, seed], events=reached,
                    rtol=1e-9, atol=1e-13)
    assert run.status == 1
    return abs(run.y_events[0][0][0]) * fermi_V


def total_drop(q):
    film = (q - P * TO_FIELD) / eps_b * d
    return (film + q * dead[0] / dead[1]
            + nonlinear_drop(q, -1) + nonlinear_drop(q, 1))


q_nl = brentq(total_drop, 0.1 * P * TO_FIELD, P * TO_FIELD, xtol=1e-9)
E_nl = (q_nl - P * TO_FIELD) / eps_b
deplete, accumulate = nonlinear_drop(q_nl, -1), nonlinear_drop(q_nl, 1)
linear_same_D = q_nl * metal[0]
assert deplete > linear_same_D > accumulate
error_single = max(abs(deplete / linear_same_D - 1),
                   abs(accumulate / linear_same_D - 1))
error_pair = abs((deplete + accumulate) / (2 * linear_same_D) - 1)
assert error_pair < 0.2 * error_single
assert abs(E_nl / E - 1) < 0.01

# ---- report
print(f"Film thickness d = {d:.1f} nm")
print(f"Polarization P = {P:.2f} C/m^2")
print(f"Film background permittivity eps_b = {eps_b:.0f}")
print(f"Electrode screening length = {metal[0]:.2f} nm")
print(f"Electrode permittivity = {metal[1]:.0f}")
print(f"Dead layer thickness = {dead[0]:.1f} nm")
print(f"Dead layer permittivity = {dead[1]:.0f}")
print(f"One electrode's part of S = {metal[0]/metal[1]:.3f} nm")
print(f"Dead layer's part of S = {dead[0]/dead[1]:.3f} nm")
print(f"S = {S:.3f} nm")
print(f"eps_b*S = {eps_b*S:.3f} nm")
print(f"d + eps_b*S = {d + eps_b*S:.3f} nm")
print(f"P/eps0 = {P*TO_FIELD:.3f} V/nm")
print(f"Short-circuit film field E = {E:.4f} V/nm")
print(f"Same field = {10*E:.3f} MV/cm")
print(f"Film field from Poisson solver = {numeric[1]/d:.4f} V/nm")
print(f"Displacement D = {D:.4f} C/m^2")
print(f"D/P = {D/P:.4f}")
for name, value in zip(("left electrode", "film", "dead layer",
                        "right electrode"), drops):
    print(f"Drop over {name} = {value:.4f} V")
print(f"Sum of drops = {abs(round(drops.sum(), 4)):.4f} V")
print(f"Unscreened film field = {E_open:.4f} V/nm")
print(f"Short-circuit/unscreened field = {fraction:.4f}")
print(f"Voltage for zero film field = {U_null:.4f} V")
for thick, field, drop in series:
    print(f"d = {thick:.0f} nm: E = {field:.5f} V/nm, film drop = {drop:.4f} V")
print(f"Contact potential difference U = {U_contact:.1f} V")
print(f"Field for +P with this U = {E_plus:.4f} V/nm")
print(f"Field for -P with this U = {E_minus:.4f} V/nm")
print(f"Free-electron Fermi energy = {fermi_V:.2f} eV")
print(f"Nonlinear drop, depleted electrode = {deplete:.4f} V")
print(f"Nonlinear drop, accumulated electrode = {accumulate:.4f} V")
print(f"Linear drop at the same D = {linear_same_D:.4f} V")
print(f"Film field, nonlinear electrodes = {E_nl:.4f} V/nm")
print(f"Relative change of film field = {100*(E_nl/E - 1):.3f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Film thickness d = 10.0 nm
Polarization P = 0.20 C/m^2
Film background permittivity eps_b = 30
Electrode screening length = 0.05 nm
Electrode permittivity = 1
Dead layer thickness = 0.5 nm
Dead layer permittivity = 20
One electrode's part of S = 0.050 nm
Dead layer's part of S = 0.025 nm
S = 0.125 nm
eps_b*S = 3.750 nm
d + eps_b*S = 13.750 nm
P/eps0 = 22.588 V/nm
Short-circuit film field E = -0.2053 V/nm
Same field = -2.053 MV/cm
Film field from Poisson solver = -0.2053 V/nm
Displacement D = 0.1455 C/m^2
D/P = 0.7273
Drop over left electrode = 0.8214 V
Drop over film = -2.0535 V
Drop over dead layer = 0.4107 V
Drop over right electrode = 0.8214 V
Sum of drops = 0.0000 V
Unscreened film field = -0.7529 V/nm
Short-circuit/unscreened field = 0.2727
Voltage for zero film field = 2.8235 V
d = 5 nm: E = -0.32269 V/nm, film drop = -1.6134 V
d = 10 nm: E = -0.20535 V/nm, film drop = -2.0535 V
d = 20 nm: E = -0.11889 V/nm, film drop = -2.3777 V
d = 100 nm: E = -0.02721 V/nm, film drop = -2.7215 V
d = 1000 nm: E = -0.00281 V/nm, film drop = -2.8130 V
Contact potential difference U = 0.5 V
Field for +P with this U = -0.1690 V/nm
Field for -P with this U = 0.2417 V/nm
Free-electron Fermi energy = 10.53 eV
Nonlinear drop, depleted electrode = 0.8268 V
Nonlinear drop, accumulated electrode = 0.8162 V
Linear drop at the same D = 0.8214 V
Film field, nonlinear electrodes = -0.2054 V/nm
Relative change of film field = 0.010 %
ALL CHECKS PASSED
```
